# Barycentric Møller-Plesset and Epstein-Nesbet corrections to a selected CI energy

A selected configuration-interaction calculation diagonalizes the Hamiltonian $H$ in a chosen set $S$ of determinants and estimates the effect of the rest by perturbation theory. The estimate depends on how $H$ is split into a zeroth-order part and a perturbation. This problem constructs two such partitions and compares their errors.

**Setting.** All orbitals and coefficients are real. Determinants in $S$ are called $I$, those outside $\alpha$. The eigenvectors of $H$ within $S$ are $\Psi_m$, with energies $E_m$. The reference is the lowest,
$$\Psi_0=\sum_{I\in S}c_I|I\rangle,\qquad \sum_I c_I^2=1,\qquad b_\alpha=\langle\alpha|H|\Psi_0\rangle .$$
The target is the full-CI ground state $\Psi$ in the same orbital space, with energy $E$. It is assumed nondegenerate, with $\langle\Psi_0|\Psi\rangle\neq0$. The missing energy is $D=E-E_0\le0$, and $|D|$ is called the deficit. The error of a second-order correction $E^{(2)}$ is
$$\text{error}=E_0+E^{(2)}-E=E^{(2)}-D .$$
A negative error is an overshoot, a positive one an undershoot.

## (a) The two partitions

*Let $F=\sum_p\varepsilon_p\hat n_p$ be a one-electron operator with fixed orbital energies $\varepsilon_p$. Use it to build an $H_0$ that has $\Psi_0$ as an eigenvector, and find the energy through second order. Do the same with the diagonal elements of $H$.*

**Solution.** Determinants are eigenvectors of $F$, with eigenvalues $F_I=\sum_p\varepsilon_pn_p^I$, where $n_p^I$ is an occupation number. A combination of determinants with different $F_I$ is not an eigenvector, so $F$ itself cannot serve as $H_0$. We keep its expectation values and discard its couplings between the $\Psi_m$:
$$H_0=\sum_m|\Psi_m\rangle e_m\langle\Psi_m|+\sum_\alpha|\alpha\rangle e_\alpha\langle\alpha|,\qquad e_m=\langle\Psi_m|F|\Psi_m\rangle,\quad e_\alpha=F_\alpha .$$
Since $F$ is diagonal in determinants,
$$e_0=\sum_Ic_I^2F_I=\sum_p\varepsilon_pn_p,\qquad n_p=\sum_Ic_I^2n_p^I .$$
The reference level is the centre of mass, or barycentre, of the determinant levels, with weights $c_I^2$. This is the barycentric Møller-Plesset (MPB) partition.

Let $V=H-H_0$. The first-order energy is $E^{(1)}=\langle\Psi_0|V|\Psi_0\rangle=E_0-e_0$, so $e_0+E^{(1)}=E_0$ whatever the levels are. The first-order function $\Psi^{(1)}$, orthogonal to $\Psi_0$, obeys
$$(e_0-H_0)\Psi^{(1)}=(V-E^{(1)})\Psi_0 .$$
For $m\ne0$ we have $\langle\Psi_m|V|\Psi_0\rangle=0$, because both $H$ and $H_0$ are diagonal in the $\Psi_m$. With $e_m\ne e_0$, which we assume, $\Psi^{(1)}$ then has no component on these states. Outside $S$, $\langle\alpha|V|\Psi_0\rangle=b_\alpha$. Projection on $\alpha$ gives $(e_0-e_\alpha)x_\alpha=b_\alpha$, where $x_\alpha$ is the component of $\Psi^{(1)}$. With the gap $\Delta_\alpha=e_\alpha-e_0$,
$$x_\alpha=-\frac{b_\alpha}{\Delta_\alpha},\qquad E^{(2)}=\langle\Psi_0|V|\Psi^{(1)}\rangle=\sum_\alpha b_\alpha x_\alpha=-\sum_\alpha\frac{b_\alpha^2}{\Delta_\alpha}.$$
For MPB the gap is
$$\Delta_\alpha^{\rm MPB}=\sum_p\varepsilon_p\,(n_p^\alpha-n_p).$$
The Epstein-Nesbet (EN) partition used here sets $e_m=E_m$ and $e_\alpha=H_{\alpha\alpha}$. The derivation is unchanged, and
$$\Delta_\alpha^{\rm EN}=H_{\alpha\alpha}-E_0 .$$
We assume $\Delta_\alpha>0$ from here on. A gap near zero can make the correction far too large, unless $b_\alpha$ is small enough to compensate.

## (b) Which gap is larger?

*Take the Hartree-Fock determinant as the reference, with canonical $\varepsilon_p$. Compare the gaps for a double excitation $ij\to ab$. Then ask which partition respects spin.*

**Solution.** In this part $i,j,a,b$ are spin orbitals. Write $w_{pq}=\langle pq||pq\rangle=J_{pq}-K_{pq}$, with the exchange term $K_{pq}$ present for equal spins only. It is the mean Coulomb repulsion in an antisymmetrized pair, so $w_{pq}\ge0$. The orbital energy is $\varepsilon_p=h_{pp}+\sum_kw_{pk}$, with $k$ over the occupied orbitals.

Removing $i$ and $j$ changes the energy by $-\varepsilon_i-\varepsilon_j+w_{ij}$: the two orbital energies count the repulsion between $i$ and $j$ twice, so it is restored once. An electron added in $a$ no longer meets $i$ and $j$ and contributes $\varepsilon_a-w_{ia}-w_{ja}$. One added in $b$ contributes $\varepsilon_b-w_{ib}-w_{jb}+w_{ab}$. The sum is
$$\Delta^{\rm EN}=\underbrace{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}_{\Delta^{\rm MPB}}+w_{ij}+w_{ab}-w_{ia}-w_{ib}-w_{ja}-w_{jb}.$$
With one determinant, $\Delta^{\rm MPB}$ is the ordinary MP2 denominator. Single excitations drop out because $b_\alpha=0$ for them (Brillouin's theorem), so MPB reduces to MP2.

Four particle-hole terms lower the EN gap and two terms raise it. If the four outweigh the two for every double excitation, then
$$E^{(2)}_{\rm EN}-E^{(2)}_{\rm MPB}=-\sum_\alpha b_\alpha^2\,\frac{\Delta_\alpha^{\rm MPB}-\Delta_\alpha^{\rm EN}}{\Delta_\alpha^{\rm MPB}\Delta_\alpha^{\rm EN}}<0 .$$
EN then gives the larger correction. This orders the two estimates, but does not say on which side of $E$ either one lies.

For spin, let $S$ contain all determinants of each spatial configuration it includes, and let $\Psi_0$ be a singlet. The outside part of $H\Psi_0$ is then a singlet too. MPB divides it by a gap that is the same throughout a configuration, so $\Psi^{(1)}$ remains a singlet. The elements $H_{\alpha\alpha}$ can differ within a configuration through exchange integrals, so EN can mix in other spins.

## (c) The leading error

*Find the third-order energy of both partitions.*

**Solution.** The second-order function obeys $(e_0-H_0)\Psi^{(2)}=(V-E^{(1)})\Psi^{(1)}-E^{(2)}\Psi_0$, and $E^{(3)}=\langle\Psi_0|V|\Psi^{(2)}\rangle$. Since $\Psi^{(2)}\perp\Psi_0$, we may subtract $E^{(1)}$ from $V$, and then use the first-order and second-order equations in turn:
$$E^{(3)}=\langle\Psi_0|V-E^{(1)}|\Psi^{(2)}\rangle=\langle\Psi^{(1)}|e_0-H_0|\Psi^{(2)}\rangle=\langle\Psi^{(1)}|V-E^{(1)}|\Psi^{(1)}\rangle .$$
The term in $E^{(2)}$ vanished because $\Psi^{(1)}\perp\Psi_0$. Now $V-E^{(1)}=(H-E_0)-(H_0-e_0)$, and $\sum_\alpha\Delta_\alpha x_\alpha^2=\sum_\alpha b_\alpha^2/\Delta_\alpha=-E^{(2)}$. Therefore
$$E^{(3)}=\sum_{\alpha\beta}x_\alpha(H_{\alpha\beta}-E_0\delta_{\alpha\beta})x_\beta+E^{(2)} .$$
Separating the diagonal terms gives
$$E^{(3)}=\sum_{\alpha\ne\beta}x_\alpha H_{\alpha\beta}x_\beta+\sum_\alpha x_\alpha^2\,(\Delta_\alpha^{\rm EN}-\Delta_\alpha).$$
For EN the second sum is zero and the couplings remain, with no fixed sign. For MPB the second sum is negative when the EN gaps are the smaller ones. It then favours an undershoot, because to this order $\text{error}\approx-E^{(3)}$.

## (d) A bound on the error

*Third order is only an estimate. Find conditions that settle the sign of the error.*

**Solution.** Write $\Psi=\Psi_0+z$ with $z\perp\Psi_0$, and let $M$ be $H-E$ restricted to the space orthogonal to $\Psi_0$. Projecting $(H-E)\Psi=0$ on $\Psi_0$ and on that space gives
$$D=\sum_\alpha b_\alpha z_\alpha,\qquad Mz=-b,\qquad\text{hence}\quad D=-b^TM^{-1}b .$$
The vector $b$ has no components on the $\Psi_m$. The matrix $M$ is positive definite: no state has an energy below $E$, and a state in this space with energy $E$ would be a ground state orthogonal to $\Psi_0$, which the assumptions exclude. Both energies are therefore minima of quadratic functions:
$$D=\min_y\,(2b\cdot y+y^TMy),\qquad E^{(2)}=\min_y\Big(2b\cdot y+\sum_\alpha\Delta_\alpha y_\alpha^2\Big),$$
with $y$ confined to outside determinants in the second.

Insert $y=x$ in the first. With $b\cdot x=E^{(2)}$ and $H-E=(H-E_0)+|D|$,
$$D\le2E^{(2)}+x^T(H-E_0)x+|D|\,x^Tx=E^{(2)}+E^{(3)}+|D|\,x^Tx .$$
Insert the outside part of $z$ in the second: $E^{(2)}\le2D+\sum_\alpha\Delta_\alpha z_\alpha^2$. Together,
$$-D-\sum_\alpha\Delta_\alpha z_\alpha^2\;\le\;D-E^{(2)}\;\le\;E^{(3)}+|D|\sum_\alpha x_\alpha^2 .$$
The middle term is minus the error. A positive lower bound proves an overshoot, a negative upper bound an undershoot. If the bounds straddle zero, they leave the sign open. The upper bound needs $D$ and the lower one also $z$, so in this form they serve to analyse a solved case.

An undershoot can also be proved without the full-CI solution. Since $|D|=-D$, the first inequality reads $D\,(1+x^Tx)\le E^{(2)}+E^{(3)}$. Dividing by $1+x^Tx$ and subtracting $E^{(2)}$ gives
$$D-E^{(2)}\le\frac{E^{(3)}+|E^{(2)}|\,x^Tx}{1+x^Tx}.$$
If the right side is negative, the correction undershoots. This is the variational principle for the trial function $\Psi_0+\Psi^{(1)}$.

## (e) Two limits of the EN error

*First drop all couplings of outside determinants to each other and to the $\Psi_m$ with $m\ne0$. Then restore them, but leave only one determinant outside $S$.*

**Solution.** In the first limit $M$ is diagonal on the outside determinants, with elements $H_{\alpha\alpha}-E=\Delta_\alpha^{\rm EN}+|D|$. Hence
$$D=-\sum_\alpha\frac{b_\alpha^2}{\Delta_\alpha^{\rm EN}+|D|} .$$
Each denominator exceeds the EN gap, so $|D|<|E^{(2)}_{\rm EN}|$ if any $b_\alpha\neq0$: EN overshoots. It measures excitations from $E_0$, while the exact equation measures them from the lower energy $E$.

In the second limit the rows of $Mz=-b$ are
$$(E_m-E)z_m+H_{m\alpha}z_\alpha=0,\qquad (H_{\alpha\alpha}-E)z_\alpha+\sum_{m\ne0}H_{\alpha m}z_m=-b_\alpha .$$
Solving the first for $z_m$, inserting it in the second, and using $D=b_\alpha z_\alpha$,
$$D=-\frac{b_\alpha^2}{\Delta_\alpha^{\rm EN}+|D|-R},\qquad R=\sum_{m\neq0}\frac{H_{\alpha m}^2}{E_m-E}\ge0 .$$
At the energy $E$, the excited states of $S$ act like a lowering of $H_{\alpha\alpha}$ by $R$. This includes any that lie below $H_{\alpha\alpha}$. The recovered fraction of the deficit is
$$f=\frac{E^{(2)}_{\rm EN}}{D}=1+\frac{|D|-R}{\Delta_\alpha^{\rm EN}} .$$
EN undershoots when $R>|D|$ and overshoots when $R<|D|$. The two limits can thus give opposite signs, and the EN partition has no universal sign of error.

## (f) Convergence with selection size

*How do the errors fall as $S$ grows?*

**Solution.** Let $M_{\min}$ and $M_{\max}$ be the extreme eigenvalues of $M$, and $\Delta_{\min}$ and $\Delta_{\max}$ the extreme gaps. Then
$$\frac{|b|^2}{M_{\max}}\le|D|\le\frac{|b|^2}{M_{\min}},\qquad\frac{|b|^2}{\Delta_{\max}}\le|E^{(2)}|\le\frac{|b|^2}{\Delta_{\min}} .$$
Division gives
$$\frac{M_{\min}}{\Delta_{\max}}\le f=\frac{E^{(2)}}{D}\le\frac{M_{\max}}{\Delta_{\min}},\qquad \text{error}=(1-f)\,|D| .$$
While the gaps stay away from zero, $f$ is bounded, and both errors vanish with the deficit. Nothing forces $f\to1$. In the second limit of part (e), $R$ does not contain $b_\alpha$ as a factor, so $f$ can differ from 1 even for a tiny deficit. In general, then, the error is at most a fixed multiple of the deficit as long as the gaps stay away from zero. The factor $1-f$ depends on both the partition and the selection.

## (g) The π electrons of butadiene

*Apply the results to planar s-trans butadiene, and decide which partition is more accurate there.*

**Solution.** The geometry is idealized: C=C 1.34 Å, C–C 1.46 Å, C–H 1.09 Å, all angles 120°. Orbitals come from RHF/6-31G. Four π electrons are distributed over all eight π orbitals and the σ electrons are frozen. Full CI in this space is the reference; it omits σ correlation and σ-π correlation, and it still contains the basis-set error. The ground-state symmetry has 400 determinants. Selections grow from the Hartree-Fock determinant by whole configurations, ranked by their EN contribution, and both partitions use the same selections.

**Gaps.** For the excitation of both HOMO electrons to the LUMO, the MP gap is
$$2\,(0.1272+0.3149)\ E_{\rm h}=0.884\ E_{\rm h},$$
and the EN gap is 0.437 $E_{\rm h}$. The EN gap is the smaller one for all 90 double excitations of this symmetry, so part (b) requires EN to give the larger correction to Hartree-Fock. It does: $-58.35$ against $-35.58$ m$E_{\rm h}$. The normalized EN first-order function has $\langle S^2\rangle\approx1.6\times10^{-5}$, a very small contamination; that of MPB is zero to rounding.

**Errors** (m$E_{\rm h}$, relative to full CI in the π space):

| $N$ | deficit | MPB error | EN error |
|---:|---:|---:|---:|
| 1 | 63.83 | 28.25 | 5.48 |
| 7 | 52.46 | 17.04 | −4.03 |
| 17 | 18.67 | 5.16 | 1.26 |
| 25 | 14.21 | 3.93 | 1.05 |
| 51 | 6.32 | 1.36 | 0.20 |
| 104 | 0.722 | 0.185 | 0.009 |
| 205 | 0.0739 | 0.0167 | −0.0002 |
| 301 | 0.0117 | 0.0024 | −0.0002 |

**Sign.** MPB undershoots at all eight sizes, and the upper bound of part (d) is negative each time, which proves it for these cases. EN changes sign three times in the table. At $N=1$ its bound is just sharp enough. With $E^{(3)}=-5.344$ m$E_{\rm h}$ and $\sum_\alpha x_\alpha^2=0.0833$, the upper bound is
$$-5.344+63.83\times0.0833\approx-0.03\ \text{m}E_{\rm h},$$
so EN undershoots here. The bound without $D$ proves the same with a wider margin, $-0.45$ m$E_{\rm h}$. Without the couplings of part (e) EN would overshoot by 4.14 m$E_{\rm h}$. The couplings deepen the full-CI energy by $4.14+5.48=9.62$ m$E_{\rm h}$ and reverse the sign.

Third order is not a safe guide to the sign. At $N=51$ and $N=104$ the EN value of $E^{(3)}$ is positive, which suggests an overshoot, yet EN undershoots. The remainder beyond third order outweighs it. Part of the answer is the coupling of outside determinants to the excited states of $S$, which is absent from $E^{(3)}$. If it is deleted from $H$ and the matrix is diagonalized again, the EN error at $N=104$ changes from $+0.009$ to $-0.007$ m$E_{\rm h}$, an overshoot. At $N=51$ it only falls from $0.20$ to $0.06$ m$E_{\rm h}$, so there the undershoot survives without this coupling.

The one-determinant limit of part (e) was examined by leaving out each of the 27 closed-shell determinants other than Hartree-Fock in turn. The smallest $R$ is 18.0 m$E_{\rm h}$ and the largest deficit 13.8 m$E_{\rm h}$, so $R>|D|$ in every case and EN undershoots in all 27. It recovers between 0.800 and 0.995 of the deficit, MPB between 0.492 and 0.877. The selections with $N=205$ and $N=301$ nevertheless overshoot slightly. They still leave 195 and 99 determinants outside, whose mutual couplings the one-determinant limit does not contain. If these couplings are deleted from $H$ and the matrix is diagonalized again, the EN errors become $+0.0009$ and $+0.0002$ m$E_{\rm h}$, both undershoots.

**Convergence.** From $N=17$ to $N=301$ the deficit falls by a factor of about 1600, while the MPB fraction $f$ at the tabulated sizes moves only between 0.72 and 0.80. The MPB error therefore follows the deficit, at 20 to 28 percent of it. The EN fraction lies between 0.93 and 1.02 at the same sizes. Among the tabulated selections, the error first falls to about 0.2 m$E_{\rm h}$ at $N=51$ with EN and at $N=104$ with MPB.

If $f$ were constant, $E_0$ would be linear in $E^{(2)}$ and could be extrapolated to $E^{(2)}=0$. For MPB, $N=17$ and $N=25$ give, with $E_0$ plotted against $|E^{(2)}|$, the slope
$$\frac{18.671-14.211}{13.513-10.284}=1.381,$$
and an extrapolated energy $14.211-1.381\times10.284\approx0.01$ m$E_{\rm h}$ above full CI. The next pair, $N=25$ and $N=51$, has unequal fractions (0.724 and 0.784) and lands 1.0 m$E_{\rm h}$ below. The close agreement of the first pair is thus no measure of reliability.

**The barycentre.** Excited determinants in $\Psi_0$ raise $e_0$ above its Hartree-Fock value, by 116 m$E_{\rm h}$ at $N=301$. Every remaining MPB gap shrinks by this amount relative to its value from Hartree-Fock. All gaps stay positive here. If the barycentre approached an outside level with $b_\alpha\neq0$, the MPB correction would diverge.

For this molecule and these selections EN has the smaller error at every size, but its sign is not predictable from the partition alone. MPB recovers less and undershoots at every size, with a fraction between 0.72 and 0.80 at the tabulated sizes from $N=17$ on. These numbers belong to the 6-31G basis and are not converged to the digits shown. In 6-31G*, with 16 π orbitals, the HOMO-LUMO double-excitation gaps are 0.893 and 0.444 $E_{\rm h}$. At $N=1$ the deficit is 64.5 m$E_{\rm h}$, and the MPB and EN errors are 25.6 and 3.5 m$E_{\rm h}$. For selections from $N=17$ to about 400 the MPB fraction lies between 0.76 and 0.84, and between 0.72 and 0.82 in 6-311G. In both bases the EN gaps remain the smaller ones, EN keeps the smaller error and still changes sign, and MPB still undershoots at the sizes examined. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Butadiene, RHF/6-31G, 4 pi electrons in 8 pi orbitals
bond lengths C=C, C-C, C-H (angstrom): 1.34 1.46 1.09
RHF total energy (Eh): -154.860042
pi-space full-CI total energy (Eh): -154.923867
pi orbital energies (Eh): -0.4416 -0.3149 0.1272 0.2490 0.7639 0.8222 0.9027 0.9268
determinants: all 784 , ground-state symmetry 400
doubles from HF: 90, with EN gap below MP gap: 90
HOMO^2->LUMO^2 gap (Eh): MP 0.8841, EN 0.4374
<S^2> of normalized first-order state, HF reference: MPB 2.31e-33, EN 1.58e-05
Energies in mEh; error = E0+E2-E_FCI; frac = E2/(E_FCI-E0)
   N   E0-E_FCI | MPB: E2     error   frac | EN: E2      error   frac
   1    63.8253 |  -35.5782   28.2471  0.557 |  -58.3472    5.4781  0.914
   7    52.4611 |  -35.4233   17.0379  0.675 |  -56.4910   -4.0299  1.077
  17    18.6709 |  -13.5130    5.1579  0.724 |  -17.4075    1.2633  0.932
  25    14.2109 |  -10.2837    3.9271  0.724 |  -13.1619    1.0489  0.926
  51     6.3195 |   -4.9557    1.3638  0.784 |   -6.1238    0.1957  0.969
 104     0.7222 |   -0.5369    0.1853  0.743 |   -0.7132    0.0090  0.988
 205     0.0739 |   -0.0572    0.0167  0.774 |   -0.0741   -0.0002  1.003
 301     0.0117 |   -0.0093    0.0024  0.798 |   -0.0119   -0.0002  1.018
Third order and bounds on -(error), mEh
   N | MPB: E3     lower     upper | EN: E3      lower     upper
   1 |  -14.9363  -64.9272  -13.1761 |   -5.3440  -12.2602   -0.0262
   7 |   -9.2395  -33.2189   -7.7454 |   10.3404   -0.9043   14.6319
  17 |   -3.3761   -8.3844   -3.2424 |   -0.7232   -2.0369   -0.4998
  25 |   -2.5567   -6.3479   -2.4826 |   -0.6352   -1.5696   -0.5131
  51 |   -0.8466   -2.0775   -0.8297 |    0.1271   -0.4113    0.1524
 104 |   -0.1206   -0.2653   -0.1205 |    0.0177   -0.0177    0.0180
 205 |   -0.0120   -0.0223   -0.0120 |    0.0015   -0.0002    0.0015
 301 |   -0.0017   -0.0030   -0.0017 |    0.0004    0.0002    0.0004
   N  EN error without outside couplings (mEh)  barycentre shift (mEh)  HF weight
   1     -4.14286        0.000    1.0000
   7     -3.94142       15.509    0.9863
  17     -0.20334       81.416    0.9230
  25     -0.11115       90.243    0.9166
  51     -0.02439      103.498    0.9096
 104     -0.00031      113.468    0.9045
 205     -0.00000      115.871    0.9030
 301     -0.00000      116.159    0.9028
One closed-shell determinant left out, number of cases: 27
MPB: undershoots in 27 cases, frac from 0.492 to 0.877
EN: undershoots in 27 cases, frac from 0.800 to 0.995
dressing R (mEh): 17.982 to 115.637
deficit |D| (mEh): 0.00038 to 13.81757
```
